# Phase shift of a 200 keV electron wave in silicon: a program that tests the result

```python
"""
Result under test: an electron of kinetic energy T crossing a film of
thickness t and mean inner potential V0 gains, relative to vacuum, the phase
    phi = C * V0 * t,   C = e / (hbar * v),
with v the relativistic vacuum speed. For 200 keV, 12 V, 50 nm: about 4.4 rad.

Symbols: energies in eV, lengths in nm, potentials in V, phases in rad.
rest = m c^2, hbarc = hbar * c, total = T + rest, k = wave number.
A potential of V volts raises the local kinetic energy by V electronvolts.
The independent road is a wave-matching solution of the stationary
relativistic scalar wave equation psi'' + k(V(z))^2 psi = 0.
"""
import numpy as np
from scipy import constants as sc

rest = sc.m_e * sc.c**2 / sc.e
hbarc = sc.hbar * sc.c / sc.e * 1e9

T = 200e3
V0 = 12.0
t = 50.0
total = T + rest


def wave_number(V):
    """Local wave number in 1/nm at fixed total energy."""
    return np.sqrt((total + V)**2 - rest**2) / hbarc


k0 = wave_number(0.0)


def transmit(potentials, widths):
    """Transmitted amplitude relative to vacuum, and reflected probability.

    Starts from a purely outgoing wave at the exit face and carries
    (psi, psi'/k0) back to the entrance face, layer by layer.
    """
    psi, slope = 1.0 + 0.0j, 1.0j
    for V, d in zip(potentials[::-1], widths[::-1]):
        k = wave_number(V)
        c, s = np.cos(k * d), np.sin(k * d)
        psi, slope = (c * psi - (k0 / k) * s * slope,
                      (k / k0) * s * psi + c * slope)
    incoming = (psi - 1j * slope) / 2
    reflected = (psi + 1j * slope) / 2
    relative = np.exp(-1j * k0 * np.sum(widths)) / incoming
    return relative, abs(reflected / incoming)**2


# Derived formulas
beta = np.sqrt(1 - (rest / total)**2)
C = 1 / (hbarc * beta)
wavelength = 2 * np.pi / k0
C_wavelength = 2 * np.pi / (wavelength * T) * (T + rest) / (T + 2 * rest)
phi = C * V0 * t
second_order = -V0**2 * t * rest**2 / (2 * hbarc * (hbarc * k0)**3)

# Speed: group velocity dW/dp by finite differences
pc = hbarc * k0
h = 10.0
beta_group = (np.hypot(pc + h, rest) - np.hypot(pc - h, rest)) / (2 * h)
assert abs(beta_group / beta - 1) < 1e-8

# Interaction constant: slope of the wave number with potential
C_numeric = (wave_number(h) - wave_number(-h)) / (2 * h)
assert abs(C / C_numeric - 1) < 1e-7
assert abs(C_wavelength / C_numeric - 1) < 1e-7

# Exact wave-number difference and the first neglected term
phi_difference = (wave_number(V0) - k0) * t
remainder = phi_difference - phi
assert abs(remainder / second_order - 1) < 1e-3

# Full wave solution: grow the film and follow the phase continuously
thicknesses = np.linspace(0.0, t, 11)
raw_phases = [np.angle(transmit([V0], [d])[0]) for d in thicknesses]
phi_wave = np.unwrap(raw_phases)[-1]
assert abs(phi_wave - phi) < 1e-4
assert abs(phi_wave - phi_difference) < 1e-7

# Reflections: total stays below the two-face interference maximum
face_reflectivity = ((wave_number(V0) - k0) / (wave_number(V0) + k0))**2
film_reflectivity = transmit([V0], [t])[1]
assert film_reflectivity < 4.01 * face_reflectivity

# Strongly oscillating potential with the same mean: same phase
period, slices, swing = 0.5, 24, 6.0
n_layers = int(round(t / period)) * slices
width = period / slices
z = (np.arange(n_layers) + 0.5) * width
V_osc = V0 + swing * np.cos(2 * np.pi * z / period)
amp_osc = transmit(V_osc, np.full(n_layers, width))[0]
osc_shift = np.angle(amp_osc * np.exp(-1j * phi))
assert abs(osc_shift) < 2e-4

# Wrapped reading, taken from the wave solution and from the formula
wrapped = np.angle(np.exp(1j * phi))
assert abs(wrapped - raw_phases[-1]) < 1e-4

# Nonrelativistic treatment, from its own wave-number difference
phi_nonrel = (np.sqrt(2 * rest * (T + V0)) - np.sqrt(2 * rest * T)) / hbarc * t
assert phi_nonrel < 0.85 * phi_wave

# The stated rounded answer
assert round(phi_wave, 1) == 4.4

print(f"Kinetic energy T: {T/1e3:.0f} keV")
print(f"Mean inner potential V0: {V0:.0f} V")
print(f"Film thickness t: {t:.0f} nm")
print(f"Electron rest energy: {rest/1e3:.3f} keV")
print(f"Total energy: {total/1e3:.3f} keV")
print(f"hbar*c: {hbarc:.4f} eV nm")
print(f"Momentum times c: {pc/1e3:.3f} keV")
print(f"Speed v/c: {beta:.5f} (dimensionless)")
print(f"Vacuum wave number k0: {k0:.2f} rad/nm")
print(f"Vacuum wavelength: {wavelength:.7f} nm")
print(f"Wave number change in film: {wave_number(V0)-k0:.6f} rad/nm")
print(f"Interaction constant C: {C:.7f} rad/(V nm)")
print(f"Phase from C*V0*t: {phi:.4f} rad")
print(f"Phase from C*V0*t: {np.degrees(phi):.1f} degrees")
print(f"Phase from full wave solution: {phi_wave:.4f} rad")
print(f"Second-order term, formula: {second_order:.3e} rad")
print(f"Exact difference minus linear phase: {remainder:.3e} rad")
print(f"Reflectivity of one face: {face_reflectivity:.2e} (dimensionless)")
print(f"Oscillating potential, amplitude: {swing:.0f} V")
print(f"Oscillating potential, period: {period:.1f} nm")
print(f"Oscillating case, phase minus C*V0*t: {osc_shift:.2e} rad")
print(f"Phase wrapped to (-pi, pi]: {wrapped:.4f} rad")
print(f"Phase per thickness: {C*V0:.5f} rad/nm")
print(f"Thickness for a full turn: {2*np.pi/(C*V0):.2f} nm")
print(f"Nonrelativistic speed v/c: {np.sqrt(2*T/rest):.4f} (dimensionless)")
print(f"Nonrelativistic phase: {phi_nonrel:.4f} rad")
print(f"Nonrelativistic error: {100*(phi_nonrel/phi-1):.1f} percent")
print("PASS")
```

Printed output:

```
Kinetic energy T: 200 keV
Mean inner potential V0: 12 V
Film thickness t: 50 nm
Electron rest energy: 510.999 keV
Total energy: 710.999 keV
hbar*c: 197.3270 eV nm
Momentum times c: 494.368 keV
Speed v/c: 0.69531 (dimensionless)
Vacuum wave number k0: 2505.32 rad/nm
Vacuum wavelength: 0.0025079 nm
Wave number change in film: 0.087460 rad/nm
Interaction constant C: 0.0072884 rad/(V nm)
Phase from C*V0*t: 4.3730 rad
Phase from C*V0*t: 250.6 degrees
Phase from full wave solution: 4.3730 rad
Second-order term, formula: -3.943e-05 rad
Exact difference minus linear phase: -3.943e-05 rad
Reflectivity of one face: 3.05e-10 (dimensionless)
Oscillating potential, amplitude: 6 V
Oscillating potential, period: 0.5 nm
Oscillating case, phase minus C*V0*t: -4.44e-05 rad
Phase wrapped to (-pi, pi]: -1.9101 rad
Phase per thickness: 0.08746 rad/nm
Thickness for a full turn: 71.84 nm
Nonrelativistic speed v/c: 0.8847 (dimensionless)
Nonrelativistic phase: 3.4367 rad
Nonrelativistic error: -21.4 percent
PASS
```
